# Quadruple excitations in two distant hydrogen molecules

Two hydrogen molecules, $A$ and $B$, are so far apart that their interaction and the overlap of their orbitals may be set to zero. The electronic Hamiltonian is then $H=H_A+H_B$, where $H_X$ acts on the electrons and orbitals of molecule $X$ alone. Each molecule has a minimal basis, one 1s function per atom. Symmetry fixes its two real molecular orbitals: $g_X$, even under inversion through the bond midpoint, and $u_X$, odd.

The reference determinant $\Phi_0$ has $g_A$ and $g_B$ doubly occupied. The operator

$$P_X^\dagger=u_{X\alpha}^\dagger u_{X\beta}^\dagger g_{X\beta}\,g_{X\alpha}$$

moves the electron pair of molecule $X$ from $g_X$ to $u_X$. Define $\Phi_A=P_A^\dagger\Phi_0$, $\Phi_B=P_B^\dagger\Phi_0$ and $\Phi_{AB}=P_A^\dagger P_B^\dagger\Phi_0$; this fixes all signs. Wave functions are scaled so that $\Phi_0$ has coefficient 1 (intermediate normalization). The algebra is in atomic units, and numerical energies are in eV.

## (a) The size of the problem

**Question.** How many determinants with $M_s=0$ does full CI contain? Which of them can mix with $\Phi_0$?

**Answer.** Two spin-up electrons occupy two of four spatial orbitals in $\binom42=6$ ways, and so do two spin-down electrons. There are $6\times6=36$ determinants.

Since $H_A$ and $H_B$ act separately, $H$ conserves the number of electrons on each molecule and the inversion parity of each molecule. In $\Phi_0$ each molecule has two electrons and even parity. Two electrons on one molecule can form $g^2$, $u^2$ or a configuration $gu$; the last is odd. Each molecule is therefore restricted to $g^2$ or $u^2$, and $\Phi_0$ mixes only with $\Phi_A$, $\Phi_B$ and $\Phi_{AB}$.

## (b) One molecule

**Question.** Find the ground-state energy of one molecule relative to its reference energy, and the coefficient $c$ of its doubly excited determinant.

**Answer.** Let $h_{pp}$ be the one-electron energies and $J_{pp}=(pp|pp)$ the repulsion of two electrons in the same orbital. The determinants $g^2$ and $u^2$ have energies $2h_{gg}+J_{gg}$ and $2h_{uu}+J_{uu}$, apart from the common nuclear repulsion. Call their difference $2\Delta$:

$$2\Delta=2h_{uu}+J_{uu}-2h_{gg}-J_{gg}.$$

The determinants differ in two spin orbitals, so only the electron repulsion couples them. The exchange term vanishes because the two spins differ, leaving $K=(gu|gu)$. This is the self-repulsion of the charge distribution $g(\mathbf r)u(\mathbf r)$, so $K>0$. The eigenvalue equation for the vector $(1,c)$ is

$$\begin{pmatrix}0&K\\K&2\Delta\end{pmatrix}\begin{pmatrix}1\\c\end{pmatrix}=\varepsilon\begin{pmatrix}1\\c\end{pmatrix},$$

or, row by row,

$$Kc=\varepsilon,\qquad K+2\Delta c=\varepsilon c. \tag{1}$$

Substituting $c=\varepsilon/K$ in the second equation and multiplying by $K$ gives $K^2+2\Delta\varepsilon=\varepsilon^2$. The lower root and its coefficient are

$$\varepsilon=\Delta-\sqrt{\Delta^2+K^2},\qquad c=\frac{\varepsilon}{K}<0. \tag{2}$$

For $K\ll\Delta$, expanding the square root gives $\varepsilon\approx-K^2/2\Delta$ and $c\approx-K/2\Delta$, a weak admixture. When the bond is stretched, $g$ and $u$ approach the same energy and density, so $\Delta\to0$ and $c\to-1$: both determinants become equally important.

## (c) Two molecules

**Question.** Write the four-determinant matrix of the pair, relative to the energy of $\Phi_0$. Find its lowest eigenvector and relate the coefficient $c_Q$ of $\Phi_{AB}$ to the coefficients $c_A$ and $c_B$ of the separate molecules.

**Answer.** The diagonal energies add. Off the diagonal, $H_A$ can change the state of $A$ only, and $H_B$ that of $B$ only. Determinants that differ on both molecules are therefore not coupled. In the order $\Phi_0,\Phi_A,\Phi_B,\Phi_{AB}$,

$$M=\begin{pmatrix}
0&K_A&K_B&0\\
K_A&2\Delta_A&0&K_B\\
K_B&0&2\Delta_B&K_A\\
0&K_B&K_A&2\Delta_A+2\Delta_B
\end{pmatrix}.$$

Independent molecules suggest a product state, so try the vector $(1,c_A,c_B,c_Ac_B)$. Applying equations (1) for each molecule, the four rows of $M$ give

$$\begin{aligned}
K_Ac_A+K_Bc_B&=\varepsilon_A+\varepsilon_B,\\
(K_A+2\Delta_Ac_A)+c_A(K_Bc_B)&=(\varepsilon_A+\varepsilon_B)\,c_A,\\
(K_B+2\Delta_Bc_B)+c_B(K_Ac_A)&=(\varepsilon_A+\varepsilon_B)\,c_B,\\
c_A(K_B+2\Delta_Bc_B)+c_B(K_A+2\Delta_Ac_A)&=(\varepsilon_A+\varepsilon_B)\,c_Ac_B.
\end{aligned}$$

Each right-hand side is the same number times the corresponding component, so the trial vector is an eigenvector with eigenvalue $\varepsilon_A+\varepsilon_B$.

It is the lowest one. The check used only equations (1), which the upper root of each molecule also satisfies. The four combinations of roots give four linearly independent product vectors, hence all eigenvectors of $M$. The smallest sum takes both lower roots, and it is nondegenerate because the two roots of a molecule differ by $2\sqrt{\Delta^2+K^2}>0$. Therefore

$$c_Q=c_Ac_B. \tag{3}$$

## (d) Numbers

**Question.** Molecule $A$ has bond length 0.80 angstrom and molecule $B$ 1.40 angstrom. Their integrals in the STO-3G basis, in eV, are as follows.

| | $A$ | $B$ |
|---|---:|---:|
| $h_{gg}$ | −33.13873 | −25.63698 |
| $h_{uu}$ | −13.86795 | −17.91652 |
| $J_{gg}$ | 18.05013 | 15.36950 |
| $J_{uu}$ | 18.68855 | 16.20840 |
| $K$ | 5.02395 | 6.06874 |

The digits are kept so that the arithmetic can be followed; they do not express the accuracy of this small basis. In the larger cc-pVTZ basis the full CI correlation energies of $A$ and $B$ are −1.09 and −1.55 eV, against the −0.63 and −2.01 eV found below. Evaluate $c_A$, $c_B$ and their product, and compare with a diagonalization of the full CI matrix.

**Answer.** For molecule $A$,

$$2\Delta_A=2(-13.86795)+18.68855+2(33.13873)-18.05013=39.17998\ \text{eV}.$$

Thus $\Delta_A=19.58999$ eV and $\sqrt{\Delta_A^2+K_A^2}=20.22394$ eV, and equation (2) gives

$$\varepsilon_A=19.58999-20.22394=-0.63395\ \text{eV},\qquad c_A=\frac{-0.63395}{5.02395}=-0.12619.$$

In the same way $\Delta_B=8.13990$ eV from the unrounded integrals (the rounded table entries give 8.13991 eV), and

$$\varepsilon_B=8.13990-10.15321=-2.01331\ \text{eV},\qquad c_B=\frac{-2.01331}{6.06874}=-0.33175.$$

The product is $c_Ac_B=0.04186$.

Numerical diagonalization of the whole $36\times36$ matrix of $H_A+H_B$ gives a lowest eigenvector with coefficients $-0.12619$, $-0.33175$ and $0.04186$ for $\Phi_A$, $\Phi_B$ and $\Phi_{AB}$. The ground state among all 36 states thus lies in the four-determinant block, and its quadruple coefficient is the product. Its energy relative to $\Phi_0$ is $-2.6473$ eV ($-0.09728$ hartree), equal to $\varepsilon_A+\varepsilon_B$.

## (e) The connected quadruple amplitude

**Question.** Write the full CI state as $e^T\Phi_0$ with $T=T_1+T_2+T_3+T_4$, where $T_n$ excites $n$ electrons. Find $T_4$. What happens to the energy if $\Phi_{AB}$ is instead deleted from the CI expansion?

**Answer.** Let $C_n$ be the $n$-electron part of the CI expansion. Excitation operators commute, so collecting terms of equal excitation rank in $e^T$ gives

$$\begin{aligned}
C_1&=T_1,\\
C_2&=T_2+\tfrac12T_1^2,\\
C_3&=T_3+T_1T_2+\tfrac16T_1^3,\\
C_4&=T_4+T_1T_3+\tfrac12T_2^2+\tfrac12T_1^2T_2+\tfrac1{24}T_1^4.
\end{aligned}$$

The state found in (c) has no single or triple excitations. From $C_1=0$ follows $T_1=0$, and then $C_3=0$ gives $T_3=0$. What remains is

$$T_2=C_2=c_AP_A^\dagger+c_BP_B^\dagger,\qquad T_4=C_4-\tfrac12T_2^2.$$

In the square, $(P_X^\dagger)^2=0$, because it would create two electrons in the same spin orbital. The operators $P_A^\dagger$ and $P_B^\dagger$ commute: each contains an even number of fermion operators, and they act on different orbitals. The two cross terms are therefore equal and cancel the factor $\tfrac12$:

$$\tfrac12T_2^2=\tfrac12c_Ac_B\left(P_A^\dagger P_B^\dagger+P_B^\dagger P_A^\dagger\right)=c_Ac_B\,P_A^\dagger P_B^\dagger.$$

By equation (3), $C_4=c_Ac_BP_A^\dagger P_B^\dagger$ as well, so

$$T_4=0.$$

The four-electron excitation is present in the state, but it consists of two independent pair excitations. A nonzero $T_4$ would describe a correlation between them. The converse does not hold: interacting molecules are also correlated through double excitations that move one electron on each molecule, and these belong to $T_2$.

CI with double excitations discards $\Phi_{AB}$. Let $(1,a,b)$ be its eigenvector and $E$ its energy relative to $\Phi_0$. The second and third rows of the truncated matrix give $a=K_A/(E-2\Delta_A)$ and $b=K_B/(E-2\Delta_B)$. The first row then reads

$$E=\frac{K_A^2}{E-2\Delta_A}+\frac{K_B^2}{E-2\Delta_B}.$$

The lowest root, found numerically, is $E=-2.5596$ eV. Relative to full CI in the same basis this is too high by 0.0876 eV, although the molecules do not interact. The exponential of $T_2$ restores the missing determinant without a new parameter.

## (f) Conditions

**Question.** Does the product rule (3) depend on the choice of orbitals? Do (3) and $T_4=0$ survive at finite distance?

**Answer.** Mix the orbitals of the two molecules:

$$g_\pm=\frac{g_A\pm g_B}{\sqrt2},\qquad u_\pm=\frac{u_A\pm u_B}{\sqrt2}.$$

Occupied orbitals mix only with occupied ones and empty with empty ones, so the excitation rank of each operator is unchanged and $T_4$ remains zero. The determinants $\Phi_0$ and $\Phi_{AB}$ are multiplied by determinants of the mixing matrices, each $-1$, once for each spin. They keep their signs, and $c_Q$ is unchanged.

The pair coefficients do change. Each $P_X^\dagger$ contains four orbital operators, and each contributes $\pm1/\sqrt2$ to the excitation $g_+^2\to u_+^2$ or $g_-^2\to u_-^2$. The signs occur an even number of times, so the factor is $\tfrac14$, and both excitations have coefficient

$$\frac{c_A+c_B}{4}=-0.11448.$$

Their product is 0.01311, not 0.04186. The rest of $\tfrac12T_2^2$ now comes from other double excitations. Equation (3) in its simple form needs localized orbitals; $T_4=0$ does not, provided the mixing keeps occupied and empty orbitals separate so that $\Phi_0$ remains the reference.

At finite distance $H\neq H_A+H_B$, and the proof no longer applies. Place the two bonds parallel, with their midpoints a distance $R$ apart on a line perpendicular to both. Symmetric orthonormalization of the molecular orbitals keeps them nearly localized. Reflection in the plane that is perpendicular to the two bonds and contains both midpoints exchanges the two atoms of each molecule and leaves the occupied orbitals even and the empty ones odd. Single and triple excitations are therefore odd and cannot mix with $\Phi_0$, so $T_1=T_3=0$ still holds and $T_4=C_4-\tfrac12T_2^2$.

Full CI with all interactions included gives the following values, in units of $10^{-6}$. Here $c_A^0c_B^0$ is the product for the separate molecules, while $c_A$ and $c_B$ are taken from the interacting pair. The values of $c_Q$ and $T_4$ do not depend on how the orbitals are orthonormalized, but $c_Q-c_Ac_B$ does: Gram–Schmidt orthonormalization starting from molecule $A$ gives about $+250$ at 2 angstrom and 21 at 3 angstrom.

| $R$ (angstrom) | $c_Q-c_A^0c_B^0$ | $c_Q-c_Ac_B$ | $T_4$ |
|---:|---:|---:|---:|
| 2 | 1322 | −218 | 113 |
| 3 | 54.9 | 9.9 | 10.9 |
| 5 | 0.94 | 0.65 | −0.06 |
| 10 | 0.016 | −0.018 | −0.030 |

The last two columns differ because interaction introduces further double excitations, whose products also contribute to $\tfrac12T_2^2$. The amplitude $T_4$ changes sign between 3 and 5 angstrom, so its approach to zero is not a single power of $R$ over this range. At 10 angstrom its magnitude is less than one millionth of $c_Q$. At finite distance both statements are thus approximations, and for this parallel arrangement in the minimal basis they are already close at a few angstrom. How close depends on basis and geometry. In the 6-31G basis, which allows many quadruple excitations, the norm of $T_4$ relative to that of $C_4$ is $2\times10^{-3}$ at 3 angstrom and $6\times10^{-5}$ at 10 angstrom. For collinear molecules in the minimal basis it is $2\times10^{-3}$ at a midpoint distance of 3 angstrom.

All numerical values are calculated from the stated model.
